# When aligned sliding-ferroelectric interfaces close the gap: threshold and first corrections

## The decision

Before a slab calculation on a thick sliding ferroelectric, one must decide whether the slab may be treated as an insulator with fixed band occupations, or whether electrons must be allowed to move from one face to the other. The second choice needs partial occupations, denser sampling of the in-plane momentum and a stated electronic temperature. The decision hangs on one number: how many aligned interfaces the stack can hold before its internal potential drop reaches the band gap.

For a step of 60 meV per interface and a gap of 1.5 eV the leading estimate is

$$N_c=\frac{1.5\ \text{eV}}{0.060\ \text{eV}}=25 .$$

This counts interfaces. The stack has 26 layers, and its end layers are 16.25 nm apart at a spacing of 0.65 nm. At this count self-screening becomes energetically possible; whether the charge arrives is a separate question of kinetics.

## Why the steps add

Model an interface as two uniform charge sheets $\pm\sigma$ a distance $a$ apart. The field is $\sigma/\varepsilon_0$ between them and zero outside. With dipole per area $\mu=\sigma a$, the electrostatic potential changes by $\mu/\varepsilon_0$, and the electron energy by

$$\delta=\frac{e\mu}{\varepsilon_0}.$$

Since a uniform dipole sheet has no field outside itself, another sheet placed above it neither polarizes it nor is polarized by it. Steps defined at open circuit, with no free charge and displacement $D=0$ outside the stack, therefore add to $N\delta$. The depolarization response is already contained in $\delta$ and must not be subtracted again.

Real dipoles sit on atoms, so the uniform sheet is an approximation. As a test, 25 triangular lattices of point dipoles, with lattice constant 0.32 nm and spacing 0.65 nm, were summed explicitly. The drop between points one spacing outside the two outermost sheets was 1.5000 eV.

A slab calculation must respect the same boundary condition. A periodic cell without a dipole correction forces the potential to match across the vacuum. This puts a field outside the slab and changes the steps.

Number the layers $j=0,\dots,N$, with electron energy rising with $j$. If all layers have the same gap $E_g$, the valence and conduction edges are

$$E_v(j)=j\delta,\qquad E_c(j)=E_g+j\delta .$$

The highest valence edge is in layer $N$ and the lowest conduction edge in layer 0. The gap of the whole stack is their difference,

$$E_c(0)-E_v(N)=E_g-N\delta ,$$

which vanishes at $N_c=E_g/\delta$. Here $E_g$ is the gap of a layer before hybridization with its neighbours. A slab calculation should use the gap and step of its own level of theory, because an underestimated gap lowers $N_c$ in proportion.

If some interfaces are reversed, $N\delta$ is replaced by the largest potential difference between any two layers. Reversing the middle interface of 25 leaves 12 steps up, one down and 12 up. The largest difference is then $23\delta=1.38$ eV, and a gap of 120 meV remains.

## Charge beyond the threshold at zero temperature

Let $n$ electrons per area move from the valence band of layer $N$ to the conduction band of layer 0. The two charged sheets produce a field $en/(\varepsilon_0\varepsilon)$ in a stack of out-of-plane relative permittivity $\varepsilon$. The added electrons raise the electron energy at layer 0 relative to layer $N$, so they oppose the ferroelectric drop. Over the distance $Nd$ the reduction is

$$\frac{e^2nNd}{\varepsilon_0\varepsilon}=CNn,\qquad C=\frac{e^2d}{\varepsilon_0\varepsilon}.$$

The screened drop is therefore

$$\Delta=N\delta-CNn. \tag{1}$$

For a parabolic two-dimensional band with twofold degeneracy, the density of states is $g=m/(\pi\hbar^2)$. Take the same $g$ for both bands. The electrons fill layer 0 up to $n/g$ above its conduction edge, and the holes empty layer $N$ down to $n/g$ below its valence edge. Transfer stops when the two levels meet:

$$E_g+\frac ng=\Delta-\frac ng
\quad\Longrightarrow\quad
\Delta=E_g+\frac{2n}{g}. \tag{2}$$

Equating (1) and (2) and collecting the terms in $n$ gives, for $N\ge N_c$,

$$n=\frac{N\delta-E_g}{CN+2/g}. \tag{3}$$

Below $N_c$ the density is zero. To expose the small parameter, write $N\delta-E_g=\delta(N-N_c)$ and divide numerator and denominator by $C$:

$$n=n_\infty\frac{N-N_c}{N+\lambda},\qquad
n_\infty=\frac{\delta}{C},\qquad \lambda=\frac{2}{gC}. \tag{4}$$

The length $\lambda$, counted in interfaces, measures the kinetic cost of filling the bands against the electrostatic cost of separating the charge.

The example takes $\varepsilon=6$ and $m=0.5$ electron masses, for which $C=1.960$ eV nm² and $g=2.089$ eV⁻¹ nm⁻². Then

$$\lambda=\frac{2}{2.089\times1.960}=0.49,\qquad
n_\infty=\frac{0.060}{1.960}\ \text{nm}^{-2}=3.06\times10^{12}\ \text{cm}^{-2}.$$

Because $\lambda\ll N_c$, electrostatics controls the transferred density and band filling is a correction of about 2% near threshold.

### Just above threshold

Put $N=N_c+k$ with $k\ll N_c$. Expanding the denominator of (4) gives the leading term and its first correction:

$$n=\frac{n_\infty k}{N_c+\lambda+k}
\simeq\frac{n_\infty k}{N_c+\lambda}
\left(1-\frac{k}{N_c+\lambda}\right). \tag{5}$$

The leading term counts the excess steps. The correction appears because each added interface also lengthens the capacitor, so that less charge is needed per volt.

For $N=26$, equation (3) gives

$$n=\frac{1.560-1.500}{1.960\times26+2/2.089}
=1.16\times10^{-3}\ \text{nm}^{-2}
=1.16\times10^{11}\ \text{cm}^{-2}.$$

The leading term of (5) is $1.20\times10^{11}$ cm⁻², and the correction brings it to $1.15\times10^{11}$ cm⁻². At $N=30$ the corrected expansion gives $4.8\times10^{11}$ cm⁻² against $5.0\times10^{11}$ cm⁻² from (3), about 4% low relative to (3).

At $N=25$ the gap is zero and so is the transferred density. In this zero-temperature model without hopping, 25 is the marginal count and 26 is the first with charge.

### Thick stacks

For $N\gg N_c$ the other expansion of (4) applies. Multiplying $1-N_c/N$ by $(1+\lambda/N)^{-1}\simeq1-\lambda/N$ and keeping first order in $1/N$,

$$n\simeq n_\infty\left(1-\frac{N_c+\lambda}{N}\right). \tag{6}$$

At $N=40$ this gives $1.11\times10^{12}$ cm⁻², already within about 2% of the $1.13\times10^{12}$ cm⁻² from (3).

The limit has a direct meaning. The open-circuit polarization is $\mu/d=0.082$ μC/cm². With the depolarizing field removed it becomes $\varepsilon$ times larger, 0.49 μC/cm², in this linear dielectric model. Since $en_\infty=\varepsilon_0\varepsilon\delta/(ed)=\varepsilon\mu/d$, the transferred charge tends to the short-circuit polarization charge.

Meanwhile the drop is nearly pinned. Equations (2) and (4) give

$$\Delta-E_g=\lambda\delta\,\frac{N-N_c}{N+\lambda}<\lambda\delta\approx29\ \text{meV}.$$

From $N=26$ to $N=40$ the unscreened drop grows from 1.56 to 2.40 eV, while the screened drop goes from 1.501 to 1.511 eV.

Equation (3) assumes that one layer at each end holds the charge. The next layer lies one screened step, $\delta-Cn$, higher, so the condition is $n/g<\delta-Cn$. Substitute (4), and use $1/(gC)=\lambda/2$:

$$\frac{N-N_c}{N+\lambda}\left(1+\frac{\lambda}{2}\right)<1 .$$

Multiplying out and cancelling $N$ gives $N\lambda/2<\lambda+N_c(1+\lambda/2)$, or

$$N<2+N_c\left(1+\frac{2}{\lambda}\right)\approx129 .$$

Second layers begin to fill at $N=130$. Beyond this, (3) no longer gives the distribution of charge, and (6) is a formal expansion of the end-layer result.

Equations (1)–(3) were tested against a solution of the electrostatics with carriers allowed in every layer. At 2 K and $N=30$, 40 and 60, the part of the drop removed by screening agreed within 0.1%.

## Temperature changes the onset

At temperature $T$, carriers appear before the gap closes. Let $x=E_g-\Delta$ be the remaining gap. Equal densities of states put the chemical potential midway between the two end-layer edges, a distance $x/2$ from each. Integrating the Fermi function over a constant density of states gives

$$n=gk_BT\ln\!\left(1+e^{-x/2k_BT}\right).$$

Substituting this in (1),

$$x=E_g-N\delta+CNgk_BT\ln\!\left(1+e^{-x/2k_BT}\right). \tag{7}$$

**Well below threshold.** When $E_g-N\delta\gg2k_BT$, the logarithm reduces to its exponential. Call the lost drop $L=N\delta-\Delta$, so that $x=E_g-N\delta+L$. Then

$$L=L_0e^{-L/2k_BT}\simeq L_0\left(1-\frac{L_0}{2k_BT}\right),
\qquad L_0=CNgk_BT\,e^{-(E_g-N\delta)/2k_BT}.$$

The correction is negative because the first carriers reopen the gap and suppress those that follow. The expanded form also needs $L_0\ll2k_BT$; in the example at 300 K it already fails at $N=22$, where $L_0\approx72$ meV makes it negative while (7) gives a loss of 36 meV. At 300 K, $k_BT=25.85$ meV. For $N=20$, $L_0\approx6.4$ meV and the corrected value is 5.6 meV. The all-layer solution gives a drop of 1.1938 eV instead of 1.2000 eV, a loss of 6.2 meV. It includes carriers in the inner layers, which (7) omits.

**At threshold.** For $N=N_c$ the first two terms of (7) cancel. With $y=x/2k_BT$,

$$y=\frac{CN_cg}{2}\ln(1+e^{-y}). \tag{8}$$

Temperature has dropped out of the equation for $y$, so in the end-layer model the remaining gap at threshold is proportional to $T$. The prefactor is $1.960\times25\times2.089/2=51.2$. Keeping the leading exponential gives $y_0e^{y_0}=51.2$, hence $y_0=2.88$ and $x_0=2\times25.85\times2.88\approx149$ meV.

For the first correction, put $q=e^{-y_0}=0.056$ and use $\ln(1+q)\simeq q(1-q/2)$. The equation becomes $ye^y\simeq51.2\,(1-q/2)$. Taking logarithms, and noting that the derivative of $\ln y+y$ is $1+1/y$,

$$y-y_0\simeq-\frac{q/2}{1+1/y_0}\approx-0.02,$$

which lowers $x$ by about 1 meV. The numerical root of (7) is 147.7 meV. Allowing carriers in all layers gives 152.5 meV, so the end-layer result is about 3% low relative to the fuller solution.

Thus at 300 K, in equilibrium, 25 interfaces give a drop of 1.35 eV, not 1.50 eV. The loss first exceeds one full step at $N=23$. Even at $N=40$ the drop is 1.42 eV. There is no sharp switch at 25; screening grows through the low twenties. Fermi–Dirac smearing with $k_BT=25.85$ meV has the same effect on the occupations in a slab calculation, so a supposedly ground-state slab can show the 300 K behaviour.

## Weak hopping moves the threshold slightly

Let an electron hop between adjacent layers with amplitude $t$, small compared with $\delta$. At the low-energy end of the conduction ladder, the amplitudes $\psi_j$ at energy $E$, measured from the unshifted edge, obey

$$-E\psi_0=t\psi_1,\quad
(\delta-E)\psi_1=t(\psi_0+\psi_2),\quad
(2\delta-E)\psi_2\simeq t\psi_1 .$$

The last relation neglects $\psi_3$, which enters at higher order. Eliminating $\psi_2$ and then $\psi_1$,

$$E=-\frac{t^2}{\delta-E-t^2/(2\delta-E)} .$$

The leading result is $E=-t^2/\delta$. Inserting it in the denominator gives $\delta+t^2/\delta-t^2/(2\delta)=\delta+t^2/(2\delta)$, and therefore

$$E\simeq-\frac{t^2}{\delta}+\frac{t^4}{2\delta^3}.$$

For $t=20$ meV the leading shift is $-6.67$ meV and the corrected one $-6.30$ meV; diagonalization gives $-6.34$ meV. With equal hopping strength the valence edge at the other end rises by the same amount. The two shifts remove 12.7 meV from the gap, so

$$N_c\rightarrow\frac{1500-12.7}{60}=24.79 .$$

The first integer past threshold is then 25 instead of 26.

## Possible does not mean prompt

The zero-temperature charge assumes equilibrium between faces 16 nm apart. A slab calculation that fills states by energy imposes this equilibrium at once. A clean crystal must transport the charge.

At resonance, the conduction state at layer 0 leaks upward. Its leading amplitudes obey $j\delta c_j=tc_{j-1}$, so $c_j=(t/\delta)^j/j!$. The valence state at layer $N$ leaks downward with amplitude $(t/\delta)^{N-j}/(N-j)!$ at layer $j$. Here the valence hopping has the opposite sign to the conduction hopping, so all products are positive; with equal signs and sizes they alternate and cancel. That cancellation is exact, because both bands then share the same chain eigenstates and the two end states are orthogonal. If $w$ couples the two bands within a layer,

$$V=w\left(\frac t\delta\right)^N\sum_{j=0}^{N}\frac{1}{j!(N-j)!}
=\frac{w}{N!}\left(\frac{2t}{\delta}\right)^N,$$

by the binomial theorem. For $N=2$, 3 and 4 with $t=w=3$ meV, $2V$ agreed within 5% with the anticrossing found by diagonalization.

Two resonant states exchange an electron completely in the time $\pi\hbar/(2V)$. For $N=25$ and $t=w=20$ meV this is about $10^{16}$ s. Doubling $t$ multiplies $V$ by $2^{25}$ and gives about $10^{9}$ s. These are orders of magnitude within a leading-order model, used at larger $t/\delta$ than in the test; the exact resonance of the same chain gives $4\times10^{16}$ s and $4\times10^{9}$ s. For weakly coupled band edges direct tunnelling is therefore far too slow, leaving light, defects, edges or contacts to supply the charge. Without such a supply a stack of this kind could stay unscreened beyond 25 interfaces. The conclusion does not carry over to strong hopping, as the next section shows.

## Beside real stacks

The parameters are rough values in the regime of parallel-stacked semiconducting transition-metal dichalcogenides and represent no particular compound. The hopping of 20 meV suits only band edges that couple weakly between layers. Where the edges hybridize strongly, $t$ can exceed $\delta$; the expansions in $t/\delta$ then fail, the gap closes at fewer interfaces and tunnelling is faster. This is common in multilayer dichalcogenides, whose band edges at Γ and Q couple strongly between layers. In the same chain model with $w=20$ meV, hoppings of 100, 200 and 300 meV close the gap near 22, 17 and 11 interfaces, and the exchange times at those counts are about 0.1 s, $10^{-8}$ s and $10^{-12}$ s; a momentum mismatch between the two edges, which would require a phonon, is not included. A step of several tens of meV is typical of these materials. A layer gap of 1.25 eV would put the threshold near 21. Holding the gap at 1.5 eV, steps of 50 and 70 meV give 30.0 and 21.4. Real devices can break the assumption of no free charge. If doping or contacts hold a fixed density $n_f$ of opposite charges on the end layers, oriented to screen, the drop reaches $E_g$ at $N=E_g/(\delta-Cn_f)$. For $n_f=10^{11}$ cm⁻² this is about 26, and for $10^{12}$ cm⁻² about 37.

Two further effects lie outside the mean-field estimate. A single electron and hole separated by the stack thickness attract by 89 meV without dielectric screening, or 15 meV in an unbounded isotropic medium of permittivity 6. On the faces of a slab of that permittivity in vacuum, part of their field runs outside the slab, and the attraction lies between these two values. The limits correspond to 1.5 and 0.25 steps, and the attraction favours earlier transfer of the first pair. For the isotropic slab the value is 54 meV. Layered crystals screen more strongly in the plane: an in-plane permittivity of 15 lowers the slab value to 27 meV and the unbounded one to 6 meV. The average internal field before screening is 0.92 MV/cm whatever the number of interfaces; breakdown through defects at that field is not modelled.

For the slab calculation, these numbers support fixed insulating occupations at 20 interfaces if the band edges couple weakly between layers: without interlayer hopping the gap is 300 meV at zero temperature, and the 300 K loss is about 6 meV. A hopping of 20 meV lowers that gap by only about 13 meV, and doubling the density of states, as for a fourfold degenerate band, raises the 300 K loss to about 11 meV. With a hopping of 100 meV the 300 K loss at 20 interfaces is about 70 meV, and at 150 meV the gap is already closed, so the counts below must be lowered for strongly coupled edges. At 300 K, charge transfer should be allowed from the low twenties onward; near zero temperature it is needed only past the threshold. The electronic temperature should be reported in either case. If the aim is a clean stack that has had no time to equilibrate, the unscreened state must instead be imposed as a constraint. Further values for the example parameters are in the numerical output.

## Table of computed values

```
Layer gap: 1.50 eV
Step per interface: 60 meV
Layer spacing: 0.65 nm
Out-of-plane relative permittivity: 6.0
In-plane band mass: 0.50 electron masses
Threshold gap/step: 25.00 interfaces
Layers at threshold: 26
End-layer separation at threshold: 16.25 nm
Drop from point-dipole lattice sum: 1.5000 eV
Threshold for 50 meV step: 30.0 interfaces
Threshold for 70 meV step: 21.4 interfaces
Average internal field: 0.923 MV/cm
Dipole per area: 0.531 pC/m
Open-circuit polarization: 0.0817 uC/cm2
Short-circuit polarization: 0.490 uC/cm2
Charging constant C: 1.960 eV nm2
Density of states per band g: 2.089 1/(eV nm2)
Thick-stack limit of n: 3.061e+12 cm^-2
N=25: unscreened drop 1.500 eV
N=25: n at 0 K 0.000e+00 cm^-2
N=25: drop at 0 K 1.5000 eV
N=25: drop at 300 K 1.3475 eV
N=26: unscreened drop 1.560 eV
N=26: n at 0 K 1.156e+11 cm^-2
N=26: drop at 0 K 1.5011 eV
N=26: drop at 300 K 1.3595 eV
N=30: unscreened drop 1.800 eV
N=30: n at 0 K 5.020e+11 cm^-2
N=30: drop at 0 K 1.5048 eV
N=30: drop at 300 K 1.3887 eV
N=40: unscreened drop 2.400 eV
N=40: n at 0 K 1.134e+12 cm^-2
N=40: drop at 0 K 1.5109 eV
N=40: drop at 300 K 1.4167 eV
N=20: drop at 300 K 1.1938 eV
Second layers fill at 0 K from N = 130
Thermal energy at 300 K: 25.85 meV
N=25, 300 K: remaining gap, all layers 152.5 meV
N=25, 300 K: same, end layers only 147.7 meV
300 K loss first exceeds one step at N = 23
Interlayer hopping t: 20 meV
Edge shift per band, diagonalized: 6.34 meV
Edge shift per band, t^2/step: 6.67 meV
Threshold with hopping: 24.79 interfaces
Gap at N=25 with one reversed interface: 120 meV
Pair attraction across stack, unscreened: 88.6 meV
Pair attraction, permittivity 6: 14.8 meV
Interband coupling w: 20 meV
End-to-end coupling V, N=25: 5.1e-32 eV
Transfer time, t=20 meV: 2.0e+16 s
Transfer time, t=40 meV: 6.0e+08 s
```
